# How wide is the void when a conformal film closes a trench?

## Question

I am stuck on an exercise about filling trenches by vapour deposition. A long trench has a narrow mouth of width $w$ and, below it, a wider interior of width $W$. A conformal film is deposited until the mouth closes. How wide is the void that remains inside?

The numbers are $w=60$ nm and $W=80$ nm. The narrow part is 40 nm long, and the wide part is 300 nm high.

My first attempt was to subtract the film thickness from the interior width, which gives $80-30=50$ nm, but I doubt that this is right. I also don't see why the height of the wide part plays no role, or whether it does. Finally, the gas has to squeeze through a mouth that is getting narrower all the time. Why should the film inside be as thick as the film at the mouth?

## Answer

Your 30 nm is the right film thickness, but the interior has two side walls and each of them carries a film. The height does matter if it is too small, and the supply of gas through the closing mouth can be estimated.

### What "conformal" means here

Take a cross-section of the trench. The narrow part, the neck, has parallel walls a distance $w$ apart and length $L$. Below it is a rectangular chamber of width $W>w$ and height $H$, with a flat ceiling on either side of the neck and a flat floor. The trench is long and closed at its ends, so gas enters through the mouth alone.

Conformal growth means that every exposed piece of surface advances along its own normal at the same speed. After a thickness $t$ has grown, the film has therefore reached those points whose distance from the nearest bare wall is at most $t$. Flat walls move inward by $t$, and the film around a protruding corner becomes an arc of radius $t$. This turns the exercise into a question about distances: a point is still empty if its nearest bare wall is farther away than $t$.

### When the mouth closes

In the neck the two films grow towards each other, and the remaining gap is

$$g=w-2t .$$

The factor 2 counts the two walls. Setting $g=0$ gives

$$t_{\rm c}=\frac{w}{2}=\frac{60\ \text{nm}}{2}=30\ \text{nm}.$$

Until then the chamber stays connected to the outside along the trench axis, so its walls keep growing. Afterwards no gas enters and growth stops. The interior film is frozen at the thickness that closed the mouth.

### The width of the void

Let $x$ be the horizontal distance from the axis and $y$ the depth below the lower end of the neck. Choose a point in the chamber that is more than $w/2$ below the ceiling and more than $w/2$ above the floor:

$$\frac{w}{2}<y<H-\frac{w}{2}.$$

The ceiling and the neck walls lie at or above $y=0$, so they are farther away than $w/2$. So is the floor. The side walls alone can have buried this point. The nearer one is at distance $W/2-|x|$, so the point is empty if

$$\frac{W}{2}-|x|>\frac{w}{2}
\quad\Longrightarrow\quad
|x|<\frac{W-w}{2}.$$

The empty strip runs from $-(W-w)/2$ to $+(W-w)/2$, and its width is

$$b=2\cdot\frac{W-w}{2}=W-w .$$

No wider place exists. At any height in the chamber, a point with $|x|\ge (W-w)/2$ lies within $w/2$ of a side wall and is filled. For your numbers,

$$b=80\ \text{nm}-60\ \text{nm}=20\ \text{nm}.$$

Your 50 nm came from $W-t_{\rm c}$, with one film subtracted. With both films it is $W-2t_{\rm c}=80-60=20$ nm.

The same amount, $2t$, is removed from the mouth and from the interior. The difference between the two widths stays constant during growth, and when the mouth width reaches zero, this difference is what is left. If $W=w$, the ideal void shrinks to a seam of zero width.

### Where the height enters

The range of $y$ used above exists if $H-w/2>w/2$, that is, if

$$H>w .$$

This is sufficient for the result $W-w$. Your chamber, with 300 nm against 60 nm, satisfies it easily.

To see what happens in a shallow chamber, look just below the neck. There the nearest solid is usually a lip corner, at $x=\pm w/2$, $y=0$. At closure the film around the right-hand corner ends on an arc of radius $w/2$:

$$\left(\frac{w}{2}-x\right)^2+y^2=\frac{w^2}{4}.$$

Solving for the edge nearest the axis gives

$$x=\frac{w}{2}-\sqrt{\frac{w^2}{4}-y^2}.$$

The minus sign is chosen because the edge must meet the axis, $x=0$, at $y=0$. For $y\ll w$ the root is approximately $w/2-y^2/w$, so $x\approx y^2/w$. The void starts as a sharp cusp at the neck and widens downward, until the side films limit it to $W-w$.

The floor film fills everything below $y=H-w/2$. If $w/2<H\le w$, the void therefore ends while it is still bounded above by the arcs, and its width approaches the smaller of $W-w$ and

$$2\left[\frac{w}{2}-\sqrt{\frac{w^2}{4}-\left(H-\frac{w}{2}\right)^2}\,\right].$$

For $H=40$ nm and the same $w$ and $W$, this is $2(30-\sqrt{900-100})\approx3.4$ nm, far less than 20 nm. If $H\le w/2$, the floor film has reached the level of the ceiling by the time the mouth closes, and no void is left in the chamber.

The cusp also settles the height of the void. On the axis, a lip corner is at distance $\sqrt{w^2/4+y^2}$, which exceeds $w/2$ for every $y>0$. The ceiling film therefore takes nothing from the height on the axis, while the floor film takes $w/2$:

$$h=H-\frac{w}{2}=300\ \text{nm}-30\ \text{nm}=270\ \text{nm}.$$

Subtracting a film at both ends would be wrong here, because there is no ceiling above the axis, just the neck.

These statements were tested on a grid. The distance from each grid point to the bare wall was computed, closure was found as the thickness at which the chamber loses its connection to the outside, and the remaining void was measured. Your trench gave closure at 30.00 nm, a width of 20.00 nm and a height of 269.5 nm, the last being a count of grid points half a nanometre apart. A second chamber with $w=40$ nm, $W=110$ nm and $H=120$ nm gave 70.00 nm, again $W-w$. The shallow chamber gave 3.1 nm. This is a little below 3.4 nm because the void is widest at its very bottom, and the last grid row inside it lies half a nanometre higher.

### What if the side walls are bowed?

An etched trench may bulge smoothly instead of having a rectangular chamber. Let the widest point have radius of curvature $R$, and let $\eta$ be the vertical distance from it. Near this point the right-hand wall is at

$$x\approx\frac{W}{2}-\frac{\eta^2}{2R}.$$

Consider the point at the widest height, a distance $t$ in from the wall. Its squared distance to the wall at height $\eta$ is

$$\left(t-\frac{\eta^2}{2R}\right)^2+\eta^2
\approx t^2+\eta^2\left(1-\frac{t}{R}\right),$$

where terms in $\eta^4$ have been dropped. If $t<R$, neighbouring parts of the wall are farther away than $t$, and the film thickness at the widest height is still $t$. If $t>R$, they are closer, and their film has already buried the point. At closure $t=w/2$, so the film at the widest height is still $w/2$ thick, and the width there is $W-w$, if

$$R>\frac{w}{2}.$$

This is a local condition. In addition, no distant part of the wall, such as the floor, may come closer than $w/2$.

With $w$ and $W$ held at your values, a bow 300 nm long with $R=456$ nm gave a void 20.0 nm wide on the grid. A bow 40 nm long with $R=8$ nm gave 11.0 nm. The second violates $R>30$ nm, and the void is narrower, as the argument predicts.

### Does enough gas get in?

This is your last question, and it decides whether the word "conformal" is justified. Suppose the film is amorphous silicon grown from pure silane at 823 K and 0.3 Torr, at 2 nm/min. Closure then takes $30/2=15$ min.

With a rough molecular diameter $d=0.4$ nm, the mean free path at pressure $p$ is

$$\lambda=\frac{k_{\rm B}T}{\sqrt2\,\pi d^2p}\approx 400\ \mu\text{m}.$$

This is about a thousand times the trench depth. Molecules fly from wall to wall and hardly ever meet each other. This is ballistic transport.

First suppose that no molecule reacts and that each leaves the wall in a random direction with the usual cosine distribution. The steady state is then a uniform gas, with the same flux $F_0$ (hits per area and time) on every wall as outside. Per unit trench length, molecules enter at the rate $F_0g$ and hit the walls at the rate $F_0P$, where $P$ is the perimeter of the walls in cross-section. The mean number of hits per entering molecule is therefore

$$\frac{F_0P}{F_0g}=\frac{P}{g}.$$

A narrow mouth lets fewer molecules in, but it also keeps them inside longer. Without reaction these two effects cancel in the flux on the interior walls.

Now let each hit lead to reaction with probability $\beta$. Let $K$ be the probability that a molecule entering one end of the neck leaves by the other. Treating the interior flux $F_{\rm in}$ as uniform, the net inflow must equal the consumption:

$$gK(F_0-F_{\rm in})=\beta P F_{\rm in}.$$

Collecting the terms in $F_{\rm in}$ gives $gKF_0=(gK+\beta P)F_{\rm in}$, hence

$$\frac{F_{\rm in}}{F_0}=\frac{1}{1+\beta P/(gK)} .$$

The interior film keeps pace as long as $\beta P\ll gK$. For $K$ I use the simple estimate $K=g/(g+L)$, which is 1 for a neck of zero length and falls as the neck becomes long compared with its gap.

Both relations were tested by following molecules through your trench shape, with the neck gap set to a fixed value:

- At $g=20$ nm, $P/g=41.0$ and the simulation gave 41.8 hits. With $\beta=0.003$, the estimated flux ratio was 0.73, and the simulation gave 0.83 on the chamber sides.
- At $g=10$ nm, $P/g=83.0$ and the simulation gave 84.2 hits. With the same $\beta$, the estimate was 0.45, and the simulation gave 0.64.

The hit counts agree within 2 %, which is the sampling noise of the simulation; the simulated flux ratios are uncertain by about 0.02 for the same reason. In both cases the flux estimate is too low, so it exaggerates the depletion. That makes it cautious, though two cases do not prove it to be a bound for every shape.

For the silane example, $\beta$ follows from the growth rate $r$. If each reacting molecule leaves one silicon atom,

$$\beta=\frac{r\,n_{\rm Si}}{p/\sqrt{2\pi m k_{\rm B}T}}\approx2.5\times10^{-6},$$

where $m$ is the mass of a silane molecule and $n_{\rm Si}$ is the number of silicon atoms per volume of film, taken from a rough density of 2.3 g/cm³. The denominator is the flux of silane on a wall. So few hits lead to reaction that a molecule can make a great many before it is used up.

### How much wider does the void become?

Assume that the film at the mouth receives the full outside flux $F_0$. While it grows by $dt$, each chamber side grows by $(F_{\rm in}/F_0)\,dt$. The two sides together fall behind by $2(1-F_{\rm in}/F_0)\,dt$. Since $g=w-2t$, we have $2\,dt=-dg$, and reversing the limits removes the minus sign:

$$\Delta b=\int_0^w\left(1-\frac{F_{\rm in}}{F_0}\right)dg
=\int_0^w\frac{\beta P(g+L)}{g^2+\beta P(g+L)}\,dg .$$

Because $\beta P$ is tiny, the integrand matters mainly where $g\ll L$. There $g+L\approx L$, and the upper limit can be moved to infinity with little error:

$$\Delta b\approx\int_0^\infty\frac{\beta PL}{g^2+\beta PL}\,dg
=\frac{\pi}{2}\sqrt{\beta PL}.$$

The film lengthens the neck by at most $w/2$ at each end, so I take $L=40+60=100$ nm. With the full starting width and height of the chamber, $P=2(100)+2(300)+2(80)=960$ nm. Then

$$\Delta b\approx\frac{\pi}{2}\sqrt{(2.5\times10^{-6})(960)(100)}\ \text{nm}\approx0.8\ \text{nm}.$$

The full integral gives the same value to this accuracy. Both use the simple estimate of $K$, which is too low for a long, narrow slit, so 0.8 nm overstates the widening. In this estimate, depletion becomes strong when the gap is comparable with $\sqrt{\beta PL}$, about half a nanometre, which is the very end of the process.

At that point the mouth is nearly as narrow as a molecule. If it seals while a gap $\delta$ remains, the film thickness is $(w-\delta)/2$ and the void width becomes

$$W-2\cdot\frac{w-\delta}{2}=W-w+\delta .$$

A molecular diameter of 0.4 nm thus adds about 0.4 nm. Rough film surfaces touch earlier, at their highest points, but gas can still pass between these points. The mouth is sealed when the last way through has closed, and the average gap is then smaller than at first contact. In a long trench that last way runs through the locally widest places, so sealing can even need a film somewhat thicker than $w/2$. Roughness can therefore also make the void narrower than $W-w$, not only wider. For an upper value, suppose that first contact, at an assumed average gap of 2 nm, already seals the mouth. The void is then 22 nm wide instead of 20 nm.

Gas trapped at closure could still deposit a little silicon. In a tall void of width $b$, the gas volume per wall area is $b/2$, so the extra film is about $(n_{\rm gas}/n_{\rm Si})\,b/2\approx7\times10^{-7}$ nm, where $n_{\rm gas}$ is the number of gas molecules per volume. This is negligible.

### Reading the result for a real process

The temperature, pressure and growth rate are rough typical values for low-pressure deposition of amorphous silicon, and the trench dimensions are round numbers for a narrow etched trench. Real films are not perfectly smooth. Of the effects estimated so far, roughness has the largest upper value, though its 2 nm is an assumed input. Adding depletion, molecular size and roughness gives about 3 nm, or 16 % of the ideal 20 nm. This sum is pessimistic, because the effects overlap: a mouth that seals at a 2 nm gap never reaches the gaps where depletion becomes strong. The value of $\beta$ assumes that silane itself forms the film. If more reactive fragments contributed, their $\beta$ would be larger and the depletion stronger.

For a less conformal process, let $s$ be the thickness on the chamber sides divided by the thickness at the mouth. At closure each side carries $s\,w/2$, so

$$b=W-s\,w .$$

With $s=0.95$ this is $80-57=23$ nm. A 5 % deficit in side thickness has widened the void by 15 % relative to 20 nm, because $W-w$ is a small difference between two larger widths. For the same reason, an error of 1 nm in either $w$ or $W$, which is less than 2 % of that width, shifts the answer by 1 nm, or 5 %. A straight trench with $W=w$ is affected too: instead of a seam, it keeps a void of width $(1-s)w$, which is 3 nm for a 60 nm trench with $s=0.95$.

So for your exercise the answer is $W-w=20$ nm, given a conformal film and a chamber taller than the mouth is wide. The computed values quoted above are listed in the numerical output below.

## Calculated quantities

```
mouth width w = 60 nm, chamber width W = 80 nm
neck length L = 40 nm, chamber height H = 300 nm
temperature = 823 K, silane pressure = 0.3 Torr
growth rate = 2.0 nm/min
film thickness at closure, formula = 30.0 nm
film thickness at closure, distance map = 30.00 nm
time to closure = 15.0 min
void width, formula = 20.0 nm
void width, distance map = 20.00 nm
void height on axis, formula = 270.0 nm
void height on axis, distance map = 269.5 nm
second chamber: w = 40 nm, W = 110 nm, H = 120 nm
second chamber void width, distance map = 70.00 nm
shallow chamber H = 40 nm: void width = 3.1 nm
bow length 300 nm: wall radius = 456 nm, void width = 20.0 nm
bow length 40 nm: wall radius = 8 nm, void width = 11.0 nm
void width if side coverage is 0.95 = 23.0 nm
same, distance map = 23.00 nm
reaction probability in ballistic test = 0.003
gap 20 nm: hits per molecule P/g = 41.0, Monte Carlo = 41.8
gap 20 nm: flux ratio, cautious estimate = 0.73, Monte Carlo = 0.83
gap 10 nm: hits per molecule P/g = 83.0, Monte Carlo = 84.2
gap 10 nm: flux ratio, cautious estimate = 0.45, Monte Carlo = 0.64
silane molecule diameter (rough input) = 0.4 nm
mean free path = 400 um
film density (rough input) = 2.3 g/cm3
reaction probability from growth rate = 2.5e-06
neck length used for depletion = 100 nm
perimeter used for depletion = 960 nm
extra void width, depletion (upper estimate) = 0.78 nm
same, short formula = 0.78 nm
extra void width, molecule size = 0.4 nm
extra void width, roughness (rough input) = 2.0 nm
void width with roughness alone, distance map = 22.00 nm
film from gas trapped in void = 7.1e-07 nm
sum of extra widths = 3.2 nm
sum relative to void width = 16 %
```
